# Direct Deposition Flux on the Floor of an Infinite Trench: test program

```python
"""
Result under test: direct flux on the floor of an infinitely long trench,
    F / F0 = (sin(theta1) + sin(theta2)) / 2,
for a source with flux F0*cos(theta)/pi per solid angle on a flat surface.
theta1, theta2: angles from the floor normal to the left and right top edges.
F0: flux on an open horizontal surface; w, h: trench width and depth;
x: distance of the floor point from the left wall.
Flight is ballistic. With unit sticking the direct flux is the total flux.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants

BOHR = physical_constants["Bohr radius"][0] * 1e10          # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]     # eV
TIME_AU = physical_constants["atomic unit of time"][0]      # second

width, depth = 1000.0, 2000.0      # angstrom
kT_eV = 0.1
mass = 5.0e4                       # electron masses
density = 1.0e-14                  # particles per cubic angstrom
volume = 20.0                      # cubic angstrom of film per particle
cross_section = 50.0               # square angstrom, gas collisions


def sine_rule(left, right, h_left, h_right):
    """Half the sum of the two sines, from edge offsets and heights."""
    return 0.5 * (left / np.hypot(left, h_left)
                  + right / np.hypot(right, h_right))


def plane_exchange(left, right, height, half_length=np.inf):
    """Integrate cos*cos/(pi r^2) over a strip of a cosine-emitting plane."""
    value, _ = dblquad(lambda y, u: 1 / (np.pi * (1 + u*u + y*y)**2),
                       -left / height, right / height,
                       -half_length / height, half_length / height,
                       epsabs=1e-10, epsrel=1e-9)
    return value


# Direct surface integration at several floor points.
positions = {"corner": 0.0, "quarter": width / 4, "centre": width / 2}
formula, integrated = {}, {}
for name, x in positions.items():
    formula[name] = sine_rule(x, width - x, depth, depth)
    integrated[name] = plane_exchange(x, width - x, depth)
    assert abs(formula[name] - integrated[name]) < 1e-7
assert integrated["corner"] < integrated["quarter"] < integrated["centre"]
assert abs(integrated["centre"]
           - 1 / np.sqrt(1 + 4 * (depth / width)**2)) < 1e-7
assert abs(integrated["corner"]
           - 0.5 / np.sqrt(1 + (depth / width)**2)) < 1e-7

# A very deep trench approaches w/(2h) at every floor point.
for x in (0.0, width / 2):
    deep = plane_exchange(x, width - x, 50 * width)
    assert abs(deep / (1 / 100) - 1) < 1e-3

# Unequal walls, with the source plane at two heights above both edges.
x_test, h_left, h_right = 400.0, 1500.0, 2500.0
uneven_formula = sine_rule(x_test, width - x_test, h_left, h_right)
for source_height in (3000.0, 9000.0):
    visible_left = source_height * x_test / h_left
    visible_right = source_height * (width - x_test) / h_right
    uneven = plane_exchange(visible_left, visible_right, source_height)
    assert abs(uneven - uneven_formula) < 1e-7

# Straight rays from the opening with flux-weighted Maxwell velocities.
rng = np.random.default_rng(12345)
n_rays = 2_000_000
start = width * rng.random(n_rays)
vx, vy = rng.standard_normal((2, n_rays))
vz = rng.rayleigh(size=n_rays)             # downward speed
cos_theta = vz / np.sqrt(vx**2 + vy**2 + vz**2)
# For the cosine law, the squared polar cosine is uniform on [0, 1].
# The sine of the projected angle is uniform on [-1, 1].
sin_phi = vx / np.hypot(vx, vz)
for sample, limits in ((cos_theta**2, (0, 1)), (sin_phi, (-1, 1))):
    counts = np.histogram(sample, bins=10, range=limits)[0]
    sigma = np.sqrt(n_rays * 0.1 * 0.9)
    assert np.max(abs(counts - n_rays / 10)) < 5 * sigma

landing = start + depth * vx / vz
on_floor = (landing > 0) & (landing < width)
edges = np.linspace(0, width, 11)
counts = np.histogram(landing[on_floor], bins=edges)[0]
primitive = 0.5 * (np.hypot(edges, depth) - np.hypot(width - edges, depth))
probability = np.diff(primitive) / width
sigma = np.sqrt(n_rays * probability * (1 - probability))
assert np.all(abs(counts - n_rays * probability) < 5 * sigma)

floor_mean = (np.hypot(width, depth) - depth) / width
ray_mean = on_floor.mean()
ray_error = np.sqrt(ray_mean * (1 - ray_mean) / n_rays)
assert abs(ray_mean - floor_mean) < 5 * ray_error

# Wall arrivals in depth bins test the corresponding wall flux.
distance = np.where(vx > 0, width - start, start)
hit_depth = distance * vz / abs(vx)
wall_edges = np.linspace(0, depth, 9)
wall_counts = np.histogram(hit_depth[~on_floor], bins=wall_edges)[0]
for low, high, count in zip(wall_edges[:-1], wall_edges[1:], wall_counts):
    one_wall = quad(lambda d: 0.5 * (1 - d / np.hypot(d, width)),
                    low, high)[0]
    p = 2 * one_wall / width
    assert abs(count - n_rays * p) < 5 * np.sqrt(n_rays * p * (1 - p))
wall_total = 2 * quad(lambda d: 0.5 * (1 - d / np.hypot(d, width)),
                      0, depth)[0] / width
assert abs(wall_total + floor_mean - 1) < 1e-10


def angular_flux(power, angle):
    """Visible fraction at trench centre for a cos(theta)**power flux."""
    def integral(limit):
        return dblquad(lambda b, p: (np.cos(b)*np.cos(p))**power*np.cos(b),
                       -limit, limit, -np.pi / 2, np.pi / 2)[0]
    return integral(angle) / integral(np.pi / 2)


centre_angle = np.arctan(width / (2 * depth))
assert abs(angular_flux(1, centre_angle) - formula["centre"]) < 1e-8
cos_squared = angular_flux(2, centre_angle)
assert cos_squared > formula["centre"] + 0.01

trench_length = 10 * width
finite_centre = plane_exchange(width / 2, width / 2, depth,
                               trench_length / 2)
assert finite_centre < integrated["centre"] - 1e-4


def arrivals(sticking, n_floor=101, n_wall=201):
    """Diffuse re-emission: centre arrivals, captured and escaped fractions."""
    xf = np.linspace(0, width, n_floor + 1)
    zw = np.linspace(0, depth, n_wall + 1)
    floor = np.column_stack((xf, np.zeros_like(xf)))
    left = np.column_stack((np.zeros_like(zw), zw))
    right = np.column_stack((np.full_like(zw, width), zw))
    begin = np.vstack((floor[:-1], left[:-1], right[:-1]))
    end = np.vstack((floor[1:], left[1:], right[1:]))
    middle = 0.5 * (begin + end)
    length = np.linalg.norm(end - begin, axis=1)
    tangent = (end - begin) / length[:, None]

    def sine_to(targets):
        ray = targets[None, :, :] - middle[:, None, :]
        along = np.sum(ray * tangent[:, None, :], axis=2)
        return along / np.linalg.norm(ray, axis=2)

    exchange = 0.5 * abs(sine_to(end) - sine_to(begin))
    np.fill_diagonal(exchange, 0)          # a flat strip cannot see itself
    opening = np.array([[0.0, depth], [width, depth]])
    sky = sine_to(opening)
    direct = 0.5 * abs(sky[:, 1] - sky[:, 0])
    total = np.linalg.solve(np.eye(len(length))
                            - (1 - sticking) * exchange, direct)
    captured = sticking * np.dot(total, length) / width
    # The opening fraction seen by a strip is also the fraction of its
    # diffuse re-emission that leaves the trench.
    escaped = (1 - sticking) * np.dot(total * direct, length) / width
    return total[n_floor // 2], captured, escaped


partial_sticking = 0.5
partial_centre, captured, escaped = arrivals(partial_sticking)
# Midpoint evaluation near the corners limits the discrete balance.
assert abs(captured + escaped - 1) < 3e-3
assert partial_centre > formula["centre"] + 0.01

# Absolute flux in atomic units, checked by integrating over velocity.
kT = kT_eV / HARTREE
density_au = density * BOHR**3
flux_speed = np.sqrt(kT / (2 * np.pi * mass))
thermal = np.sqrt(kT / mass)
speed_integral = quad(
    lambda v: v * np.exp(-v*v / (2*thermal**2)) / (np.sqrt(2*np.pi)*thermal),
    0, 12 * thermal, epsabs=0, epsrel=1e-10)[0]
assert abs(speed_integral / flux_speed - 1) < 1e-8
open_flux_au = density_au * flux_speed
open_flux = open_flux_au / (BOHR**2 * TIME_AU)
centre_flux_au = open_flux_au * formula["centre"]
centre_flux = open_flux * formula["centre"]
mean_free_path = 1 / (np.sqrt(2) * density * cross_section)
assert mean_free_path > 1000 * depth

print(f"trench width: {width:.0f} angstrom")
print(f"trench depth: {depth:.0f} angstrom")
print(f"kT: {kT_eV:.2f} eV")
print(f"particle mass: {mass:.0f} electron masses")
print(f"gas density: {density:.1e} angstrom^-3")
print(f"film volume per particle: {volume:.1f} angstrom^3")
print(f"collision cross-section: {cross_section:.1f} angstrom^2")
print(f"mean free path: {mean_free_path:.3e} angstrom")
for name, x in positions.items():
    t1 = np.degrees(np.arctan(x / depth))
    t2 = np.degrees(np.arctan((width - x) / depth))
    print(f"{name}: x = {x:.0f} angstrom")
    print(f"{name}: theta1 = {t1:.3f}, theta2 = {t2:.3f} degrees")
    print(f"{name}: sines = {np.sin(np.radians(t1)):.6f}, "
          f"{np.sin(np.radians(t2)):.6f} (no unit)")
    print(f"{name}: F/F0 formula = {formula[name]:.6f} (no unit)")
    print(f"{name}: F/F0 integral = {integrated[name]:.6f} (no unit)")
print(f"deep-trench estimate w/(2h): {width/(2*depth):.6f} (no unit)")
print(f"floor average F/F0: {floor_mean:.6f} (no unit)")
print(f"number of rays: {n_rays}")
print(f"ray floor fraction: {ray_mean:.6f} (no unit)")
print(f"ray standard error: {ray_error:.6f} (no unit)")
print(f"fraction reaching both walls: {wall_total:.6f} (no unit)")
print(f"uneven example x: {x_test:.0f} angstrom")
print(f"uneven wall heights: {h_left:.0f}, {h_right:.0f} angstrom")
print(f"uneven example F/F0: {uneven_formula:.6f} (no unit)")
print(f"finite trench length: {trench_length:.0f} angstrom")
print(f"finite trench centre F/F0: {finite_centre:.6f} (no unit)")
print(f"cos-squared source centre F/F0: {cos_squared:.6f} (no unit)")
print(f"partial sticking: {partial_sticking:.2f} (no unit)")
print(f"partial sticking centre arrivals/F0: {partial_centre:.4f} (no unit)")
print(f"partial sticking captured/entering: {captured:.4f} (no unit)")
print(f"partial sticking escaped/entering: {escaped:.4f} (no unit)")
print(f"partial sticking balance sum: {captured+escaped:.4f} (no unit)")
print(f"open flux: {open_flux:.6f} angstrom^-2 s^-1")
print(f"centre flux: {centre_flux:.6f} angstrom^-2 s^-1")
print(f"centre flux: {centre_flux_au:.6e} atomic units")
print(f"open growth rate: {open_flux*volume:.5f} angstrom/s")
print(f"centre growth rate: {centre_flux*volume:.5f} angstrom/s")
print(f"corner growth rate: {open_flux*formula['corner']*volume:.5f} "
      "angstrom/s")
print("checks complete")
```

Output:

```
trench width: 1000 angstrom
trench depth: 2000 angstrom
kT: 0.10 eV
particle mass: 50000 electron masses
gas density: 1.0e-14 angstrom^-3
film volume per particle: 20.0 angstrom^3
collision cross-section: 50.0 angstrom^2
mean free path: 1.414e+12 angstrom
corner: x = 0 angstrom
corner: theta1 = 0.000, theta2 = 26.565 degrees
corner: sines = 0.000000, 0.447214 (no unit)
corner: F/F0 formula = 0.223607 (no unit)
corner: F/F0 integral = 0.223607 (no unit)
quarter: x = 250 angstrom
quarter: theta1 = 7.125, theta2 = 20.556 degrees
quarter: sines = 0.124035, 0.351123 (no unit)
quarter: F/F0 formula = 0.237579 (no unit)
quarter: F/F0 integral = 0.237579 (no unit)
centre: x = 500 angstrom
centre: theta1 = 14.036, theta2 = 14.036 degrees
centre: sines = 0.242536, 0.242536 (no unit)
centre: F/F0 formula = 0.242536 (no unit)
centre: F/F0 integral = 0.242536 (no unit)
deep-trench estimate w/(2h): 0.250000 (no unit)
floor average F/F0: 0.236068 (no unit)
number of rays: 2000000
ray floor fraction: 0.235421 (no unit)
ray standard error: 0.000300 (no unit)
fraction reaching both walls: 0.763932 (no unit)
uneven example x: 400 angstrom
uneven wall heights: 1500, 2500 angstrom
uneven example F/F0: 0.245518 (no unit)
finite trench length: 10000 angstrom
finite trench centre F/F0: 0.236877 (no unit)
cos-squared source centre F/F0: 0.305751 (no unit)
partial sticking: 0.50 (no unit)
partial sticking centre arrivals/F0: 0.3435 (no unit)
partial sticking captured/entering: 0.8079 (no unit)
partial sticking escaped/entering: 0.1921 (no unit)
partial sticking balance sum: 1.0000 (no unit)
open flux: 0.023661 angstrom^-2 s^-1
centre flux: 0.005739 angstrom^-2 s^-1
centre flux: 3.887126e-20 atomic units
open growth rate: 0.47322 angstrom/s
centre growth rate: 0.11477 angstrom/s
corner growth rate: 0.10582 angstrom/s
checks complete
```
